Aligning Berry phases across k-point strings before averaging the polarization

A tetragonal perovskite ferroelectric is moved rigidly by 0.0075 nm relative to the coordinate origin. Nothing physical has happened, yet the polarization computed from its Bloch states can change from 73.3 to −9.0 µC/cm². This difference is not a multiple of the polarization quantum, 210.7 µC/cm², so it cannot be dismissed as a change of branch. It arises when Berry phases from different k-point strings are averaged as principal values. The cure is to join neighbouring strings into one continuous branch first.

**Setting and conventions**

The crystal is an insulator with a tetragonal cell of edges a, a, c and volume Ω = a²c. The polarization P is taken along z, parallel to c. A string is a closed line of N_z points in k_z at fixed transverse wave vector k⊥, with spacing Δk = 2π/(cN_z). There are N strings on a uniform periodic transverse mesh. The electron charge is −e, n bands are filled for each of two equivalent spins, and the core charges Z are even integers. Lengths are in nm and energies in eV.

The basis consists of orbitals j at heights z_j, and the position operator is taken as diagonal in it. V(k) holds the occupied eigenvectors of the Hamiltonian in the gauge periodic in k. The cell-periodic states are u_j(k) = exp(−ikz_j)V_j(k).

**From Wannier centres to string phases**

For one band at fixed k⊥, the Wannier function of the home cell has, on orbital j in the cell at height R, the amplitude

w(R,j) = (c/2π) ∫ dk exp[ik(R+z_j)] u_j(k).

Multiplying by the position R+z_j is the same as applying −i∂/∂k to the exponential. Integration by parts moves the derivative to u_j and reverses its sign. The boundary term vanishes because exp[ik(R+z_j)]u_j = exp(ikR)V_j is periodic. The sum over cells in the scalar product with w then gives

z_w = (c/2π) ∮ dk A(k), A = i u†∂u/∂k.

For n bands the trace of A gives the sum of the centres, so the string phase is

φ = ∮ tr A dk = 2π(sum of centres)/c.

On a discrete string, the overlap of adjacent states is

M(k) = u†(k)u(k+Δk) = V†(k) exp(−iΔk z) V(k+Δk).

To first order M = 1 − iAΔk, hence det M = exp(−iΔk tr A), and

φ = −Im ln Π det M(k), modulo 2π.

Changing the occupied basis by a unitary U(k) multiplies each determinant by det U(k)* det U(k+Δk). These factors cancel around the closed string, so arbitrary phases from the diagonalizer do no harm.

The discretization error also follows. Exchanging the ends of a link turns M into M†, so the link phase is odd in Δk about the midpoint: tr A Δk + BΔk³ + …. For smooth periodic functions, the midpoint sum of the first term converges faster than any power of Δk. The second leaves Δk²∮B dk, an error of order 1/N_z².

**Polarization and its quantum**

Ions contribute Ze times their height and each electron contributes −e times its height. With two spins and an average ⟨…⟩ over the transverse zone,

P = (e/Ω)[Σ Zz − 2c⟨φ⟩/2π].

Adding 2π to φ on all strings relabels which cell owns one electron pair. It changes P by −Q, where

Q = 2ec/Ω = 2e/a².

Moving an ion by c changes P by ZQ/2, a whole number of quanta for even Z. For odd core charges, or for spin channels treated separately, the appropriate quantum is e/a².

**What principal values do**

Let φ(k⊥) be continuous and periodic, and let φ_PV be its value folded into an interval of length 2π. Then φ = φ_PV + 2πm with integer m(k⊥). Replacing ⟨φ⟩ by ⟨φ_PV⟩ = ⟨φ⟩ − 2π⟨m⟩ gives

P_PV − P = (e/Ω)·2c⟨m⟩ = Q (Σm)/N.

If m is the same on every string, the error is a whole number of quanta and is harmless. If the phase surface crosses the cut, m differs between strings and the error is generally a fraction of Q. On a finer mesh, Σm/N tends to the zone average of m, so refinement does not remove the error.

**The alignment**

For neighbouring strings i and j, let wrap(x) be x folded into [−π, π). The principal values differ from the continuous phases by multiples of 2π, so

wrap(φ_PV,j − φ_PV,i) = wrap(φ_j − φ_i).

If the true step is smaller than π in magnitude, the right side is the step itself. Adding such steps along any path from a starting string therefore recovers φ everywhere, up to one common multiple of 2π.

Pseudocode:

    for each transverse point i:
        p[i] = −arg product over string of det M/|det M|
    mark all points unvisited
    f[0] = p[0]; mark 0 visited; put 0 in queue
    while queue is not empty:
        i = take first entry of queue
        for each periodic neighbour j of i:
            if j is unvisited:
                f[j] = f[i] + wrap(p[j] − p[i])
                mark j visited; append j to queue
    for every mesh edge (i,j), periodic ones included:
        if |f[j] − f[i]| ≥ π: report failure
    P = (e/Ω)[sum Zz − 2c mean(f)/(2π)]

The last loop is a closure test. It matters because the walk uses only N−1 edges. If all true steps are below π, the unused edges must also have aligned differences below π.

The alignment takes time and memory proportional to N and needs no further wave functions. The expensive part, N·N_z diagonalizations, is needed in any case. With N_b orbitals, dense overlaps cost of order N·N_z·N_b·n² operations and determinants N·N_z·n³. Dividing each determinant by its modulus prevents underflow in a long product. A determinant close to zero has an ill-conditioned phase and calls for a denser string.

**A ferroelectric example**

The model has a = 0.39 nm and c = 0.41 nm. Relative to the A ion, the B ion is displaced by −0.02 nm and the oxygens by −0.05 nm. Before displacement, A and the apical oxygen are at height 0, and B and two equatorial oxygens at c/2. There is one d-like orbital on B and one p_z orbital on each oxygen. Three bands are filled per spin, and the core charges are +2 for A, +4 for B and 0 for each oxygen, whose modelled pair makes it O²⁻.

The oxygen level is zero and the d level is 5.0 − 1.2(cos k_x a + cos k_y a) eV. The hopping between B and the apical oxygen has magnitude 2.0[d/(c/2)]^(−3.5) eV at bond length d, negative to the oxygen below and positive to the one above, because p_z is odd. Each apical–equatorial oxygen hopping is 0.1 eV. The polar gap is 3.75 eV.

The quantum is 2e/(0.39 nm)² = 210.7 µC/cm² = 2.107 C/m². Formal charges alone give a cell dipole of

4(−0.02) − 6(−0.05) = 0.22 e nm,

which, divided by Ω, is 56.5 µC/cm².

To fix the branch of the full result, the displacements are scaled from zero to their final values in ten steps on an 8×8 mesh. At each step the strings are aligned, and the common multiple of 2π is chosen to keep the phase at k⊥ = 0 continuous. The gap on this path stays above 2.0 eV. At zero displacement the ionic dipole is 4e(c/2) = 2ec and φ = 0, so P starts at exactly one quantum, which is equivalent to zero. Subtracting this starting value from the final one gives 73.3 µC/cm². The excess over the formal value comes from electrons shifting as the B–O bonds become unequal.

Now the displaced crystal is shifted by s. The ionic dipole changes by 6es. The three Wannier centres per spin also move by s, so φ changes by 6πs/c and the electronic dipole by −6es. The total is unchanged. The scan confirms this for aligned phases, while principal values give the following, with m set to zero at k⊥ = 0, where the walk starts, and whole quanta removed from P to come nearest 73.3:

    s (nm)     Σm    principal    aligned (µC/cm²)
     0          0       73.3       73.3
    −0.0025    59       56.9       73.3
    −0.0050    51       30.5       73.3
    −0.0075    39       −9.0       73.3
    −0.0100    13      116.1       73.3
    −0.0125     0       73.3       73.3

At s = −0.0075 nm the error is (39/64)Q = 128.4 µC/cm². Subtracting one quantum leaves −(25/64)Q = −82.3 µC/cm², which even reverses the sign of P. At s = 0 the principal values agree with the aligned ones because no string has yet reached the cut. A correct answer for one origin therefore does not validate the averaging.

The strings along k_x = k_y show the cut at s = −0.0075 nm:

    k_x a/π    principal    aligned (rad)
     0           2.828        2.828
     0.25        2.945        2.945
     0.50       −3.126        3.157
     0.75       −2.990        3.294
     1.00       −2.948        3.335

The aligned phase rises smoothly by 0.51 rad. Its largest step between neighbours anywhere on the mesh is 0.13 rad, far below π. The variation has a simple origin. The displaced oxygen positions alone would give 2π·3(−0.0575)/0.41 = −2.64 rad on every string. After subtracting 2π, the aligned values at the two ends are −3.46 and −2.95 rad, so hybridization adds −0.81 and −0.30 rad. The d level lies 2.6 eV above the oxygen level at the first point and 7.4 eV at the last, and a larger separation weakens the mixing.

With s held at −0.0075 nm, refining the mesh gives these polarizations in µC/cm²:

    mesh      principal    aligned    error/Q
    4×4          7.5         73.3      −0.313
    8×8         −9.0         73.3      −0.391
    16×16      −16.4         73.3      −0.426
    32×32      −19.0         73.3      −0.438

The aligned value is already steady on the coarsest mesh. The principal-value error settles towards a nonzero fraction, as the zone average of m requires. The approach is not monotone, because it counts mesh points on one side of a curve: a 64×64 mesh gives about −0.431 and the limit is near −0.43, so the third digit in the last row is not converged.

**A check without Berry phases**

A slab of M cells has an ordinary dipole. The model omits the depolarizing field that surface charges would produce in a real isolated slab, so the inner cells remain bulk-like. In such a gapped slab with well-separated surfaces, adding one cell adds the bulk cell dipole while the surface contributions cancel:

D(M+1) − D(M) = e[Σ Zz − 2cφ/2π].

Solving for φ gives a phase at each k⊥ from site densities alone. Slabs of 24 and 25 cells, with gaps of at least 2.05 eV at fixed k⊥, reproduce all 64 aligned phases to within 3.6×10⁻⁵ rad after one common multiple of 2π is removed. The principal values would need different multiples on different strings. The slab dipoles of the polar and centrosymmetric structures also give a spontaneous polarization of 73.3 µC/cm². Relative to the slab, the mean string error falls by a factor of 4.00 when N_z rises from 40 to 80, as the 1/N_z² law predicts.

**Failure modes**

*A transverse mesh that is too coarse.* Suppose one string truly lies 1.2π above all its neighbours. Each wrapped step is then −0.8π, every edge passes the closure test, and the mean phase is wrong by 2π/N. Passing the closure test therefore does not prove the alignment correct. Nor does failing it prove the mean wrong, since a true step above π may lie on an edge the walk did not use. The mesh should be refined, particularly when the largest step is not small compared with π.

*A nonzero Chern number.* Consider a sheet with strings along x. Over a short range of k_y one can choose states smooth in both wave vectors and periodic along the string. With the curvature F = ∂A_y/∂k_x − ∂A_x/∂k_y (traces understood),

dφ/dk_y = ∮ ∂A_x/∂k_y dk_x = −∮ F dk_x,

since the integral of ∂A_y/∂k_x around the string vanishes. Integrating over k_y gives a winding of φ, in turns, equal to −C, where C = (1/2π)∫F d²k. If C ≠ 0, no continuous periodic branch exists.

The two-band sheet

H = sin k_x σ_x + sin k_y σ_y + (μ + cos k_x + cos k_y)σ_z,

with dimensionless wave vectors and energies, shows both cases. A sum over states gives C = 0 for μ = 3 and C = −1 for μ = 1; the string windings are 0 and +1. For μ = 1 the closure test fails. Moving the starting string by 10 places out of 40 moves ten phases by 2π and changes the average by 10/40 = 0.25 turn. For μ = 3 the average does not depend on the start.

*A closed gap.* The occupied space is then not smooth, and φ may wind around a point of the transverse zone. A continuous phase cannot do this, so a nonzero sum of the four wrapped steps around a small mesh square signals a gap closure or an inadequate mesh.

*Averaging exponentials.* Taking the phase of ⟨exp(iφ)⟩ avoids the cut but computes a different quantity. With δ = φ − ⟨φ⟩ small,

⟨exp(iδ)⟩ ≈ 1 − ⟨δ²⟩/2 − i⟨δ³⟩/6,

whose phase is −⟨δ³⟩/6 to leading order. The resulting error in P is Q⟨δ³⟩/(12π). In the example it is only −0.006 µC/cm², because the spread is small. That phase can instead serve as a common reference: each string is placed within π of it and the ordinary mean is taken. This works if every true phase lies within π of the reference. That condition limits the total spread of the phases, which refining the mesh does not reduce, whereas the walk needs only small steps between neighbours.

**Relation to a real ferroelectric**

The cell, displacements and gap are in the rough regime of lead titanate, whose polarization is often quoted as roughly 75 µC/cm². The closeness of 73.3 does not validate the model, whose parameters are round and whose electrons do not respond self-consistently. Omitted π bonding in the B–O planes, estimated to second order with a 1 eV hopping, changes P by about −2.5 µC/cm². Second order overstates the effect at this hopping: diagonalizing with the extra d orbitals placed at 5 eV gives about −1.9 µC/cm². Other omitted bonding channels are larger. π bonding along the apical B–O chain, with a 1 eV hopping scaled by the same distance law and d orbitals at 5 eV, adds about +13 µC/cm². In-plane σ bonding with a 2 eV hopping changes P by about −6 µC/cm². These channels partly cancel, and with both π channels and the σ channel present the net change is about +5 µC/cm². An interatomic dipole element of 0.01 nm changes P by about 3 µC/cm², with a sign set by that element. Warming reduces the off-centring; a 10% reduction costs 6.9 µC/cm² here.

A field of 0.1 MV/cm adds 0.009 µC/cm² through the model's electrons with the ions clamped. This corresponds to an electronic relative permittivity of about 2, which is lower than in real perovskite ferroelectrics. The model lets electrons move between sites but leaves out polarization within each atom. Ionic motion adds more: a relative permittivity of order 100 would give about 0.9 µC/cm². The potential drop per cell is 0.1% of the gap, and the thermal factor exp(−gap/2kT) at 300 K is 3×10⁻³², so interband tunnelling and intrinsic carriers are unimportant here; leakage through defects is not covered. Real capacitors also break the single-domain assumption. If 10% of the area is reversed, the mean polarization falls by 20%, or 14.7 µC/cm². Each of these estimated changes in P is less than a fifth of the 82.3 µC/cm² produced by the unaligned average. The full numerical output follows.

Values computed for the example and the checks

```
cell a, c (nm): 0.39 0.41
B, O displacement (nm): -0.02 -0.05
E_d, t_dd, t_pd, t_oo (eV): 5.0 0.6 2.0 0.1
quantum Q = 2e/a^2: 210.674 uC/cm2 = 2.10674 C/m2
polar gap, smallest gap on path: 3.754, 2.034 eV
smallest slab gap at fixed kperp: 2.051 eV
formal-charge polarization: 56.522 uC/cm2
spontaneous P, aligned phases: 73.335 uC/cm2
spontaneous P, slab dipoles:   73.336 uC/cm2
origin scan: shift nm | sum m of 64 | P principal | P aligned uC/cm2
   -0.0000 |   0 |    73.335 |   73.335
   -0.0025 |  59 |    56.876 |   73.335
   -0.0050 |  51 |    30.542 |   73.335
   -0.0075 |  39 |    -8.959 |   73.335
   -0.0100 |  13 |   116.128 |   73.335
   -0.0125 |   0 |    73.335 |   73.335
   -0.0150 |   0 |    73.335 |   73.335
   -0.0175 |   0 |    73.335 |   73.335
   -0.0200 |   0 |    73.335 |   73.335
selected shift: -0.0075 nm
its error: -82.295 uC/cm2 = -25/64 Q
diagonal kx=ky (pi/a) | principal | aligned | slab phase (rad)
  0.00 |   2.8276 |   2.8276 |   2.8276
  0.25 |   2.9454 |   2.9454 |   2.9454
  0.50 |  -3.1262 |   3.1570 |   3.1570
  0.75 |  -2.9897 |   3.2935 |   3.2935
  1.00 |  -2.9481 |   3.3351 |   3.3351
largest neighbour step, spread: 0.1282, 0.5075 rad
largest string-slab deviation: 3.6e-05 rad
string error ratio, 40 to 80 points: 4.001
bias of phase-of-mean-exponential: -0.0063 uC/cm2
mesh | P principal | P aligned (uC/cm2) | error/Q
   4x4  |     7.500 |   73.3355 | -0.3125
   8x8  |    -8.959 |   73.3351 | -0.3906
  16x16 |   -16.366 |   73.3351 | -0.4258
  32x32 |   -19.041 |   73.3351 | -0.4385
sheet mass 3: Chern 0.0000, winding 0.0000, start dependence 0.0000 turn
sheet mass 1: Chern -1.0000, winding 1.0000, start dependence 0.2500 turn
loss of P for 10% less off-centring: 6.860 uC/cm2
electronic response at 0.1 MV/cm: 0.0093 uC/cm2
interatomic dipole of 0.01 nm: 3.006 uC/cm2
pi bonding, t = 1.0 eV, second order: -2.466 uC/cm2
carrier factor exp(-gap/2kT), 300 K: 3.0e-32
field drop per cell / gap: 1.1e-03
```
